# Apparent barrier height of a contact with Gaussian-distributed Schottky barriers

**Q.** A metal contact on a semiconductor has one Schottky barrier, and its saturation current tells me the height. If the barrier varies over the area, surely I measure the average?

**A.** You measure an average of currents, and current depends exponentially on the barrier. Let us start with one uniform patch, whose barrier \(\phi\) is the energy from the metal Fermi level to the top of the semiconductor's conduction-band barrier. I use Gaussian units, treat \(\phi\) as an energy, and include the image-force lowering in it. Electrons that reach the top are assumed to cross with probability one, and none tunnel.

At zero bias, the electron current density crossing the top in one direction, \(x\), is

\[
J_0=e\sum_{\rm valleys}\frac{2}{(2\pi)^3}\int_{k_x>0}d^3k\;v_x f .
\]

The 2 counts spins. Take ellipsoidal valleys with a principal axis along the normal, so that the energy above the Fermi level is \(\phi+\sum_i\hbar^2k_i^2/2m_i\). For \(\phi\gg kT\) the occupation is \(f=e^{-\phi/kT}\prod_i e^{-\hbar^2k_i^2/2m_ikT}\).

Since \(v_x=\hbar k_x/m_x\), we have \(v_x\,dk_x=dE_x/\hbar\), and the three integrals are

\[
\frac1\hbar\int_0^\infty e^{-E_x/kT}dE_x=\frac{kT}{\hbar},\qquad
\int_{-\infty}^{\infty}e^{-\hbar^2k_i^2/2m_ikT}dk_i=\frac{\sqrt{2\pi m_ikT}}{\hbar}\quad(i=y,z).
\]

Their product times \(2/(2\pi)^3\) is \(\sqrt{m_ym_z}\,(kT)^2/2\pi^2\hbar^3\). Hence

\[
J_0=AT^2e^{-\phi/kT},\qquad A=\frac{e\,m_Rk^2}{2\pi^2\hbar^3},\qquad m_R=\sum_{\rm valleys}\sqrt{m_ym_z}.
\]

The mass along the normal has cancelled: a heavy electron is slower, but there are more states per unit energy.

**Q.** That is at zero bias, where no net current flows. What do I measure?

**A.** At zero bias equal currents cross both ways. A forward voltage \(V\) raises the semiconductor's Fermi level by \(eV\) relative to the metal's. Its electrons then face \(\phi-eV\), while those in the metal still face \(\phi\). The net current density is

\[
J=AT^2\left[e^{-(\phi-eV)/kT}-e^{-\phi/kT}\right]=J_0\left(e^{eV/kT}-1\right).
\]

This assumes that \(\phi\) does not change with bias and that the patch is still depleted.

**Q.** Now let \(\phi\) vary. Current might spread sideways, and neighbouring patches might influence each other.

**A.** Both can happen. First take independent parallel patches, each large enough to keep its own barrier, with no series resistance. Let \(P(\phi)d\phi\) be the fraction of area with barrier in \(d\phi\). The bias factor is common to all patches, so

\[
J_0=AT^2\int P(\phi)e^{-\phi/kT}d\phi,\qquad
P(\phi)=\frac{1}{\sigma\sqrt{2\pi}}e^{-(\phi-\bar\phi)^2/2\sigma^2}.
\]

Here \(\bar\phi\) is the mean and \(\sigma\) the standard deviation. With \(\beta=1/kT\) and \(u=\phi-\bar\phi\), the exponent without its minus sign is

\[
\frac{u^2}{2\sigma^2}+\beta u+\beta\bar\phi
=\frac{(u+\beta\sigma^2)^2}{2\sigma^2}-\frac{\beta^2\sigma^2}{2}+\beta\bar\phi .
\]

Expanding the square gives \(u^2/2\sigma^2+\beta u+\beta^2\sigma^2/2\), and the subtraction removes the last term. The remaining Gaussian has the same width and a shifted centre, so it integrates to one:

\[
J_0=AT^2\exp\!\left(-\frac{\bar\phi}{kT}+\frac{\sigma^2}{2(kT)^2}\right).
\]

Define the apparent barrier as the one a uniform contact would need to carry this current, with the same known \(A\): \(J_0=AT^2e^{-\phi_{\rm ap}/kT}\). Taking logarithms and multiplying by \(-kT\),

\[
\boxed{\;\phi_{\rm ap}=\bar\phi-\frac{\sigma^2}{2kT}\;}
\]

**Q.** Half the patches lie above the mean and half below. Why don't they cancel?

**A.** A patch lower by \(\sigma\) gains a factor \(e^{\sigma/kT}\), while one higher by \(\sigma\) can lose no more than its whole current. The sign does not depend on the Gaussian. Since \(e^{-y}\ge1-y\), setting \(y=\beta(\phi-\bar\phi)\) and averaging gives \(\langle e^{-\beta\phi}\rangle\ge e^{-\beta\bar\phi}\), hence \(\phi_{\rm ap}\le\bar\phi\) for any distribution with that mean.

**Q.** So most of the current flows through patches of height \(\phi_{\rm ap}\)?

**A.** No. The completed square shows that the current-weighted distribution is centred at

\[
\phi_d=\bar\phi-\frac{\sigma^2}{kT},
\]

twice as far below the mean. These patches emit strongly but are rare: relative to the mean, their area density is \(P(\phi_d)/P(\bar\phi)=e^{-\sigma^2/2(kT)^2}\). Expressed as an energy, that rarity costs \(\sigma^2/2kT\), and \(\phi_d+\sigma^2/2kT=\phi_{\rm ap}\).

**Q.** I usually get the barrier from a Richardson plot, without assuming \(A\). Do I get the same answer?

**A.** You get \(\phi_d\). Write

\[
L(\beta)=\ln\frac{J_0}{T^2}=\ln A-\beta\bar\phi+\frac{\beta^2\sigma^2}{2}.
\]

If \(\bar\phi\) and \(\sigma\) are independent of temperature, the local slope energy is

\[
-\frac{dL}{d\beta}=\bar\phi-\beta\sigma^2=\phi_d .
\]

The tangent at \(\beta\), extended to \(\beta=0\), has the intercept

\[
L-\beta\frac{dL}{d\beta}=\ln A-\frac{\beta^2\sigma^2}{2}.
\]

The apparent Richardson constant is therefore too small by \(e^{-\sigma^2/2(kT)^2}\). The lowering \(\sigma^2/2kT\) belongs to the barrier found from the magnitude of the current with \(A\) known; the slope energy is lowered by twice that.

**Q.** Put numbers in, please.

**A.** Take a lightly doped n-type silicon (100) diode with a contact resembling nickel silicide. Rough typical parameters are \(\bar\phi=0.70\) eV, \(\sigma=60\) meV and \(10^{16}\) donors per cm³. With valley masses \(0.98m\) and \(0.19m\), two valleys have their long axis along the normal and four have it in the plane:

\[
\frac{m_R}{m}=2(0.19)+4\sqrt{0.98\times0.19}=2.106,
\]

which gives \(A=253\) A/cm²K². At 300 K, \(kT=25.85\) meV, so

\[
\frac{\sigma^2}{2kT}=\frac{3600}{2\times25.85}\ \text{meV}=69.6\ \text{meV},\qquad \phi_{\rm ap}=0.630\ \text{eV}.
\]

The current density rises from \(3.96\times10^{-5}\) A/cm² for a uniform contact at the mean barrier to \(5.86\times10^{-4}\) A/cm², a factor of 14.8. Differentiating the bias factor at \(V=0\) gives the contact resistivity \(kT/eJ_0\), which falls from 652 to 44 Ω cm².

With \(\bar\phi\) and \(\sigma\) held fixed, direct quadrature over the Gaussian gives:

| \(T\) (K) | \(\phi_{\rm ap}\) (eV) | \(\phi_d\) (eV) |
|---|---|---|
| 200 | 0.596 | 0.491 |
| 250 | 0.616 | 0.533 |
| 300 | 0.630 | 0.561 |
| 350 | 0.640 | 0.581 |

The quadrature was tested against the boxed formula at these four temperatures and agreed within \(10^{-9}\) eV.

A straight Richardson line through the four points gives a slope energy of 0.535 eV and an apparent constant of 6.7 A/cm²K², far below 253. The plot curves upward in \(\beta\), but over a limited range a straight line can look acceptable.

**Q.** At low temperature your barrier becomes negative. Isn't that absurd?

**A.** It is, but here \(\phi_{\rm ap}\) would reach zero only near 30 K, and the model fails well before that. At high temperature, \(kT\gg\sigma\), the exponential is nearly linear across the distribution and \(\phi_{\rm ap}\to\bar\phi\). On cooling, \(\phi_d\) moves ever further into the tail, and no real tail extends indefinitely.

Suppose it is cut at \(\bar\phi\pm c\sigma\). With \(s=\sigma/kT\), the weighted Gaussian is centred \(s\) standard deviations below the mean. Keeping its part between the cuts, and renormalising \(P\), multiplies the average by

\[
R=\frac{\Phi(c+s)-\Phi(s-c)}{\Phi(c)-\Phi(-c)},
\]

where \(\Phi\) is the cumulative normal distribution. The apparent barrier becomes \(\bar\phi-\sigma^2/2kT-kT\ln R\). As \(T\to0\) the lowest barriers present dominate, and it tends to \(\bar\phi-c\sigma\).

For \(c=3\), the 300 K value changes from 0.630 to 0.638 eV. At 200 K, \(s=60/17.2=3.5\), so \(\phi_d\) already lies outside the distribution, and \(\phi_{\rm ap}\) is 0.615 instead of 0.596 eV.

**Q.** And if the distribution is slightly lopsided?

**A.** Use cumulants \(\kappa_n\), defined by \(\ln\langle e^{-\beta\phi}\rangle=\sum_n(-\beta)^n\kappa_n/n!\). Multiplying by \(-1/\beta\) gives

\[
\phi_{\rm ap}=\bar\phi-\frac{\sigma^2}{2kT}+\frac{\kappa_3}{6(kT)^2}-\cdots .
\]

For the Gaussian the series ends at the variance, as the completed square showed. A skewness of \(+0.2\) means \(\kappa_3=0.2\sigma^3\), and this term raises the 300 K result by 10.8 meV. A modest asymmetry therefore matters, because the current samples the tail.

**Q.** You speak of a smooth distribution, but a contact has a finite number of patches.

**A.** For \(N\) independent patches of equal area, the relative variance of the total current is

\[
\frac1N\left[\frac{\langle e^{-2\beta\phi}\rangle}{\langle e^{-\beta\phi}\rangle^2}-1\right].
\]

Replacing \(\beta\) by \(2\beta\) in the Gaussian average gives \(\langle e^{-2\beta\phi}\rangle=e^{-2\beta\bar\phi+2s^2}\), while the squared average is \(e^{-2\beta\bar\phi+s^2}\). The relative variance is thus \((e^{s^2}-1)/N\).

Patches 200 nm wide give \(2.5\times10^7\) of them on a 1 mm² diode. The relative standard deviation of the current between such diodes is 0.3 % at 300 K and 9 % at 200 K. The 200 K figure is dominated by patches near \(\bar\phi-2\sigma^2/kT\), seven standard deviations below the mean. Hardly any diode contains one, so the scatter normally seen is smaller.

A 1 µm² contact has 25 patches. Random sampling of such contacts at 300 K gives a median apparent barrier of 0.645 eV, with 80 % of them between 0.614 and 0.670 eV. The formula still describes the mean current of many small contacts, but that mean is raised by a minority containing unusually low patches.

**Q.** You promised to return to neighbouring patches. Can a low patch keep its barrier when surrounded by higher ones?

**A.** If it is large enough. Let the surroundings have the mean barrier. Neglecting the image lowering of about 20 meV, their band bending is \(V_b=\bar\phi-\zeta\), where \(\zeta\) is the depth of the Fermi level below the bulk band edge. Uniform donors of density \(N_D\) give a parabolic band \(V_b(1-z/W)^2\) at depth \(z\); Poisson's equation sets its curvature, \(2V_b/W^2=4\pi e^2N_D/\varepsilon\). Here \(V_b=0.495\) eV and \(W=253\) nm.

A circular patch of radius \(a\), lower by \(\Delta\), adds on its axis the potential energy \(-\Delta(1-z/\sqrt{z^2+a^2})\). This solves Laplace's equation above a plane held at \(-\Delta\) on the disc and zero elsewhere. The slope of the total band at the surface is

\[
-\frac{2V_b}{W}+\frac{\Delta}{a}.
\]

If it is positive, the band rises inside the semiconductor and electrons meet a barrier higher than the patch's own. At the centre this happens for

\[
a<\frac{\Delta W}{2V_b}.
\]

For a dominant patch at 300 K, \(\Delta=0.70-0.561=0.139\) eV and the critical radius is about 36 nm.

For square patches I took the highest point of the band along the normal at each position, with the depletion width unchanged. Without the image force, a 200 nm patch then keeps 88 % of its emission at 300 K, the loss being equivalent to 3 meV of barrier. At 200 K, where the dominant patches are deeper, it keeps 75 %. A 20 nm patch keeps 8 %, and using its nominal barrier in the average would be seriously wrong. Adding the image force increases the losses, because the lowering shrinks where the patch weakens the field. Relative to a wide patch of the same depth, the 200 nm patch then keeps about 68 % at 300 K (10 meV) and 47 % at 200 K, and the 20 nm patch about 4 %.

**Q.** Suppose I measure \(\phi_{\rm ap}\) at several temperatures and plot it against \(1/2kT\). Does the slope give \(-\sigma^2\)?

**A.** It does if \(\bar\phi\) and \(\sigma\) are both constant. Suppose instead that the mean falls as \(\bar\phi(T)=\bar\phi(300\ \text{K})-a_T(T-300\ \text{K})\). With \(x=1/2kT\), we have \(T=1/2kx\) and \(dT/dx=-1/2kx^2=-2kT^2\). Therefore

\[
\frac{d\phi_{\rm ap}}{dx}=-\sigma^2+2a_TkT^2 .
\]

The two terms have opposite signs. As a strong case, let the mean barrier fall at a constant 0.25 meV/K, about the rate at which the silicon gap shrinks near room temperature. From 200 to 300 K the Gaussian raises \(\phi_{\rm ap}\) by 35 meV, and the drift lowers it by 25 meV. The local slope vanishes at 289 K. A straight-line fit over the four temperatures returns a variance of 645 meV² instead of 3600 meV². An apparently uniform contact may be strongly inhomogeneous.

**Q.** What about tunnelling? You excluded it at the start.

**A.** For the parabolic barrier, the semiclassical transmission exponent at the bulk band edge is

\[
\frac2\hbar\int_0^W\!\sqrt{2m_tV_b}\left(1-\frac zW\right)dz=\frac{W\sqrt{2m_tV_b}}{\hbar}=\frac{V_b}{E_{00}},\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{4\pi N_D}{\varepsilon m_t}} .
\]

The last step uses \(W^2=\varepsilon V_b/2\pi e^2N_D\). With \(m_t=0.19m\), the lightest mass along the normal, \(E_{00}=1.25\) meV. This is well below \(kT\), yet electrons just under the top still tunnel. Integrating the semiclassical transmission over energy for a patch at \(\phi_d\) multiplies its 300 K current by 1.5, equivalent to lowering the barrier by 10.5 meV. This is an overestimate, because it treats the top as a sharp cusp, whereas the image force already included in \(\phi\) rounds it. For the rounded barrier the same rule gives a factor of 1.2 (5 meV). A transmission that passes through one half at the top, with reflection just above it, gives about 1.04 (1 meV). Using the lightest mass for every valley adds only a few per cent.

At \(10^{20}\) cm⁻³, \(E_{00}=125\) meV, about five times \(kT\). Tunnelling then governs the current, and the thermionic average cannot be used.

**Q.** How close is your diode to a real one, then?

**A.** The barrier, doping and spread are plausible values for a silicide on n-type silicon, and the spread varies with processing. Among the effects sized here for the large diode with 200 nm patches, the assumption that most endangers the extracted variance is the constant mean barrier. For the absolute height at 300 K, a leading uncertainty is \(A\). Measured effective constants for n-type silicon can be roughly 110 A/cm²K², less than half the ideal 253. If the true prefactor is half the assumed one, the inferred barrier is too high by \(kT\ln2=17.9\) meV.

Two further effects matter less for these parameters. Image lowering is 22 meV but is already contained in \(\phi\). It grows as the square root of the surface field. For patches wide compared with \(W\) this means as \(V_b^{1/4}\), which narrows the spread by a fraction \(22/(4\times495)\), about 1 %. The 200 nm patches are not that wide. For a dominant one the lowering is 18 meV at the centre and about 13.5 meV averaged over its emission, so its depth below the mean shrinks by 3 to 6 %.

Transport through the depletion layer acts in series with emission and divides the current by \(1+v_e/v_d\). Here \(v_e=5.0\times10^6\) cm/s is the emission velocity and \(v_d\) is mobility times peak field. A mobility of 1000 cm²/Vs and the field of 0.039 MV/cm at the mean barrier give a shift of 3 meV. It is larger in low patches, where the field is weaker, about 5 meV at the centre of a dominant patch 200 nm wide and 6 to 7 meV averaged over it. That \(v_d\) exceeds the saturated drift velocity of silicon, roughly \(10^7\) cm/s; using the latter instead would make the shift about 10 meV.

The contacts in the source and drain of a scaled transistor are a different case. They are doped near \(10^{20}\) cm⁻³ and are far smaller than 1 µm², so they violate both the thermionic and the many-patch assumptions. A barrier extracted from the large diode can inform a tunnelling model of such a contact, but \(\phi_{\rm ap}\) should not be inserted as though it were the local barrier.

**Q.** One last doubt. Your Gaussian includes patches with no depletion layer at all, and forward bias makes more of them.

**A.** A patch wide compared with the depletion layer reaches flat band when \(\phi=\zeta+eV\); a narrower one can be kept depleted by its surroundings. Because the current-weighted distribution is Gaussian, the formula assigns to patches below that level the share

\[
\Phi\!\left(\frac{\zeta+eV-\phi_d}{\sigma}\right).
\]

With \(\zeta=0.205\) eV and \(V=0.2\) V at 300 K, the argument is \((0.405-0.561)/0.060=-2.6\) and the share is 0.5 %. On this count the common bias factor is adequate there. Pinch-off and image lowering still change with bias: for a dominant 200 nm patch they raise the effective barrier by about 5 meV between 0 and 0.2 V, which reduces its current by about 17 %. It fails as \(eV\) approaches \(\phi_d-\zeta=0.356\) eV, where half the predicted current would come from patches that are no longer depleted. That limit lies well below the 0.495 eV suggested by the mean barrier.

## Numbers as computed

```
mean barrier 0.70 eV, sigma 60 meV
donors 1e+16 cm^-3, permittivity 11.7
valley masses 0.98, 0.19; emission mass m_R/m = 2.106
Richardson constant A = 253.1 A/cm^2K^2
T(K)  kT(meV)  phi_ap(eV)  phi_dom(eV)  J0(A/cm^2)  J0/J0(mean)
200  17.235  0.5956  0.4911  9.952e-09  428.34
250  21.543  0.6164  0.5329  5.917e-06  48.34
300  25.852  0.6304  0.5607  5.858e-04  14.78
350  30.161  0.6403  0.5806  1.867e-02  7.23
300 K: uniform contact at mean barrier J0 = 3.963e-05 A/cm^2
300 K: zero-bias resistivity, uniform 652.3 ohm cm^2
300 K: zero-bias resistivity, Gaussian 44.1 ohm cm^2
300 K: sigma/kT = 2.321
300 K: lowering sigma^2/2kT = 69.6 meV
Richardson line fit 200-350 K: slope energy 0.5348 eV
Richardson line fit: apparent A = 6.718e+00 A/cm^2K^2
phi_ap against 1/2kT: variance 3600 meV^2
-- neglected effects (300 K unless stated) --
mean drift 0.25 meV/K: fitted variance 645 meV^2
mean drift hides the variance at T = 289 K
tail cut at 3 sigma: phi_ap = 0.6377 eV
tail cut, 200 K: phi_ap = 0.6154 eV
skewness 0.2: third-cumulant shift +10.8 meV
patch side 200 nm, diode 1 mm^2: 2.50e+07 patches
diode current scatter: 0.29 % ; 200 K 8.6 %
1 um^2 contact, 25 patches: median phi_ap 0.645 eV
1 um^2 contact: 10-90 % range 0.614 to 0.670 eV
Fermi depth 0.205 eV, band bending 0.495 eV
depletion width 253 nm, peak field 0.0391 MV/cm
pinch-off, 200 nm patch: emission kept 0.885, shift +3.2 meV
pinch-off, 200 nm patch, 200 K: emission kept 0.752
pinch-off, 20 nm patch: emission kept 0.080
tunnelling energy E00 = 1.25 meV
tunnelling: current factor 1.50, shift -10.5 meV
tunnelling, 200 K: factor 1.91, shift -11.2 meV
E00 at 1e20 cm^-3 = 125 meV
image lowering 21.9 meV; narrows sigma by 1.1 %
emission velocity 5.02e+06 cm/s, mobility 1000 cm^2/Vs
drift-diffusion supply shift +3.1 meV
A smaller by factor 2: shift +17.9 meV
degeneracy: relative current change -1.4e-09
current share of patches past flat band at 0.2 V: 0.48 %
```
